# When the Centre Under a Wide Catalytic Strip Etches More Slowly

Suppose a catalytic metal strip sinks into silicon in a bath of hydrofluoric acid and an oxidant, and narrow strips sink at 5 nm/s. If that speed is assumed for every width, a strip 10 µm wide is expected to sink evenly. In the model below, with rough typical conditions, its centre etches at 0.43 nm/s while its edges etch at 5 nm/s, for a steady acid profile and a film that still has its initial thickness, a state that may last only the first seconds of etching. The opposite shortcut, a rate proportional to the local acid concentration and matched to the same edge speed, also misleads: it puts a 10% slowdown of the centre at a width of 1.9 µm, where the fuller rate law gives 3.7 µm. A usable width needs both the transport of acid under the metal and the way the surface responds to its loss.

## The film under the metal

The strip is long in one direction and occupies $-a<x<a$, so its width is $w=2a$. A liquid film of uniform thickness $h$ separates it from the silicon. The metal is flat and impermeable, so HF enters at the two edges only. HF is treated as a dilute neutral solute with concentration $c$ and diffusivity $D$. Engineering units are used, since atomic units are unnatural here.

Let $z=0$ be the silicon and $z=h$ the metal. In steady diffusion,

$$\partial_x^2c+\partial_z^2c=0,\qquad \partial_zc|_{z=h}=0,\qquad D\,\partial_zc|_{z=0}=R(c).$$

Here $R$ is the HF consumed per unit area and time. The last sign is positive because HF moves down towards the silicon, so $c$ rises away from it. Integrating over the thickness gives

$$h\,\bar c''+\partial_zc|_{h}-\partial_zc|_{0}=0
\quad\Rightarrow\quad D h\,\bar c''=R\big(c(x,0)\big),$$

where $\bar c$ is the average over $z$ and primes are derivatives in $x$.

To close the equation, $c(x,0)$ must be replaced by $\bar c$. In a thin film the vertical slope falls nearly linearly from $R/D$ at the silicon to zero at the metal, so

$$c(x,z)-c(x,0)\approx\frac RD\left(z-\frac{z^2}{2h}\right),\qquad
\bar c-c(x,0)\approx\frac{R}{D}\left(\frac h2-\frac h6\right)=\frac{Rh}{3D}.$$

When this difference is small, the bar can be dropped:

$$D h\,c''=R(c),\qquad c'(0)=0,\qquad c(\pm a)=c_e. \tag{1}$$

The edge concentration $c_e$ is taken equal to that of the bath, an assumption sized later.

## Simplest case: consumption that ignores the acid

Let injected holes alone set the pace, so that $R=r_0$ everywhere. Integrating (1) twice gives

$$c(x)=c_e-\frac{r_0}{2Dh}(a^2-x^2).$$

The centre is depleted, yet it etches as fast as the edge, because this rate does not depend on $c$. The solution stops making sense when $c(0)$ reaches zero, at the width

$$w_{\rm dep}=2\sqrt{\frac{2Dh\,c_e}{r_0}}. \tag{2}$$

Depletion and slowdown are therefore different things.

## Opposite case: consumption proportional to the acid

Now let $R=kc$. Equation (1) becomes $c''=c/\lambda^2$ with

$$\lambda=\sqrt{\frac{Dh}{k}}.$$

The even solution with the right edge value is $c=c_e\cosh(x/\lambda)/\cosh(a/\lambda)$. Define the fractional slowdown of the centre, relative to the edge, as

$$\varepsilon=1-\frac{R(c_0)}{R(c_e)},\qquad c_0=c(0).$$

Here $\varepsilon=1-1/\cosh(a/\lambda)$, which inverts to

$$w=2\lambda\,\operatorname{arccosh}\frac1{1-\varepsilon}. \tag{3}$$

For $a\ll\lambda$ the slowdown is $a^2/(2\lambda^2)$: small, but not zero at any finite width. "When does the centre slow?" thus needs a stated tolerance $\varepsilon$.

## Any smooth rate, narrow strip

For any positive $R$, equation (1) makes $c$ convex, and symmetry puts its minimum at the centre. If $R$ increases with $c$, the centre is the slowest point.

The size of the effect follows from two integrations. The first gives $c'(x)=(Dh)^{-1}\int_0^xR\,dx'$. Integrating again from $0$ to $a$ and exchanging the order of integration gives

$$c_e-c_0=\frac1{Dh}\int_0^a(a-x)\,R(c(x))\,dx .$$

If the concentration changes little, $R\approx R(c_e)$ inside the integral, which then equals $R(c_e)a^2/2$. Expanding the rate as $R(c_e)-R(c_0)\approx R'(c_e)(c_e-c_0)$ and dividing by $R(c_e)$ leaves

$$\varepsilon\approx\frac{R'(c_e)\,a^2}{2Dh}. \tag{4}$$

At leading order the slope of the rate law decides, not the rate itself. For $R=r_0$ this gives zero; for $R=kc$ it gives $a^2/(2\lambda^2)$, in agreement with the two cases above.

## A surface that needs both holes and acid

The two simple laws can be joined by a two-step surface model. Let $\theta$ be the oxidised fraction of the surface. Holes oxidise bare sites at the rate $r_0(1-\theta)$, and HF clears oxidised sites at the rate $kc\theta$, both expressed as HF consumed per area. In the steady state they are equal:

$$r_0(1-\theta)=kc\,\theta\quad\Rightarrow\quad\theta=\frac{r_0}{r_0+kc}.$$

The consumption $kc\theta$ is then

$$R(c)=r_0\frac{c}{c+K},\qquad K=\frac{r_0}{k}. \tag{5}$$

For $c\gg K$ holes limit the rate and $R\to r_0$. For $c\ll K$ acid limits it and $R\to kc$. The hole supply is assumed uniform under the strip, and holes that arrive at oxidised sites are counted as lost to etching.

With $y=c/K$ and $\beta=c_e/K$, dividing (1) by $DhK$ and using $r_0/(DhK)=k/(Dh)=1/\lambda^2$ gives

$$\lambda^2y''=\frac{y}{1+y},\qquad y'(0)=0,\qquad y(a)=\beta. \tag{6}$$

Since $R'(c_e)=r_0K/(c_e+K)^2=k/(1+\beta)^2$, the narrow-strip law (4) becomes

$$\varepsilon\approx\frac{a^2}{2\lambda^2(1+\beta)^2},\qquad \varepsilon(1+\beta)\ll1. \tag{7}$$

The condition says that the fractional depletion is small: at this order $(c_e-c_0)/c_e=a^2/[2\lambda^2(1+\beta)]$, which is $\varepsilon(1+\beta)$.

Two numerical solutions of (6) show what saturation does. With $\beta=500$ and $a=\lambda\sqrt{500}$, the centre loses 49.8% of its acid but only 0.2% of its rate. With $\beta=0.05$ and $a=\lambda\operatorname{arccosh}2$, a similar depletion of 49% costs 48% of the rate.

## The width at any slowdown

Multiply (6) by $y'$. The left side is the derivative of $\lambda^2y'^2/2$. On the right, write $y/(1+y)=1-1/(1+y)$ and integrate from the centre, where $y=y_0$ and $y'=0$:

$$\frac{\lambda^2y'^2}{2}=G(y),\qquad
G(y)=y-y_0-\ln\frac{1+y}{1+y_0}. \tag{8}$$

$G$ vanishes at $y_0$ and has the positive derivative $y/(1+y)$, so it is positive above $y_0$. On the right half of the strip $y'>0$, hence $dx=\lambda\,dy/\sqrt{2G}$ and

$$w=2\lambda\int_{y_0}^{\beta}\frac{dy}{\sqrt{2G(y)}}. \tag{9}$$

Near the lower limit $G$ is proportional to $y-y_0$, so the integrand has an inverse square root there and the integral is finite.

The slowdown fixes $y_0$. From (5),

$$\varepsilon=1-\frac{y_0(1+\beta)}{\beta(1+y_0)}=\frac{\beta-y_0}{\beta(1+y_0)}.$$

Multiplying out gives $\varepsilon\beta+\varepsilon\beta y_0=\beta-y_0$, so

$$y_0=\frac{\beta(1-\varepsilon)}{1+\varepsilon\beta}. \tag{10}$$

Equations (9) and (10) give the critical width $w(\varepsilon)$.

It remains to show that a wider strip is always worse in this model. Let $q=\partial y/\partial y_0$ at fixed $x$. Differentiating (6) gives $\lambda^2q''=q/(1+y)^2$ with $q(0)=1$ and $q'(0)=0$. Thus $q$ starts positive and curves upward, and stays at or above 1. Keeping $y(a;y_0)=\beta$ fixed while $a$ changes requires $y'(a)\,da+q(a)\,dy_0=0$, so

$$\frac{dy_0}{da}=-\frac{y'(a)}{q(a)}<0 .$$

A lower $y_0$ means a larger $\varepsilon$. With $D$, $h$, $r_0$, $K$ and $c_e$ held fixed, the centre is therefore slower by more than $\varepsilon$ exactly when the width exceeds $w(\varepsilon)$.

**Limit of little acid.** For $\beta\to0$, expand the logarithms to second order: $G\approx(y^2-y_0^2)/2$. The integral in (9) becomes $\operatorname{arccosh}(\beta/y_0)$, and (10) gives $\beta/y_0\to1/(1-\varepsilon)$. This is the proportional law (3).

**Limit of plentiful acid.** For $\beta\to\infty$ at fixed $\varepsilon$, (10) gives the finite value $y_0\to(1-\varepsilon)/\varepsilon$. Most of the integral then comes from large $y$, where the logarithm is negligible beside $y$ and $G\approx y$. So $w\to2\lambda\sqrt{2\beta}$. Since $\lambda^2\beta=Dh\,c_e/r_0$, this is the depletion width (2). The tolerance drops out at leading order, because the surface keeps its rate until the acid is nearly gone.

## Numbers for a typical bath

Take 5 mol/L HF, $h=2$ nm, $D=10^{-5}$ cm²/s and a hole-limited etch speed of 6 nm/s. These are rough typical values for etching assisted by a noble metal, except that the film thickness is poorly known in practice. $K=1$ mol/L is a round model choice. Removing one silicon atom takes six HF molecules:

$$\mathrm{Si+6HF+3h^+\to H_2SiF_6+3H^++\tfrac12H_2}.$$

The choice of three holes is also a rough one. With a silicon molar volume of 12.06 cm³/mol,

$$r_0=\frac{6\times6\times10^{-7}}{12.06}=2.985\times10^{-7}\ \frac{\rm mol}{\rm cm^2\,s},\qquad
k=\frac{r_0}{10^{-3}\ {\rm mol/cm^3}}=2.985\times10^{-4}\ \frac{\rm cm}{\rm s}.$$

Hence $\lambda=\sqrt{10^{-5}\times2\times10^{-7}/(2.985\times10^{-4})}$ cm, or 0.82 µm, and $\beta=5$. The edge etches at $6\times5/6=5$ nm/s.

For a 10% slowdown, (10) gives $y_0=5\times0.9/1.5=3$, and (9) gives

$$w(10\%)=3.7\ \text{µm}\quad(3700\ \text{nm}).$$

The widths for 1% and 50% are 1.36 and 6.5 µm. Direct solution of (1) at all three widths returned the intended $\varepsilon$ to within $10^{-5}$. The narrow-strip law (7) gives 1.39 µm for 1%, about 2% too wide; there $\varepsilon(1+\beta)=0.06$. The depletion width (2) is 5.2 µm. It is not an upper bound: the 50% width exceeds it, since at $\beta=5$ the real consumption in the model stays below $r_0$.

A proportional law matched to the edge speed of 5 nm/s has the constant $R(c_e)/c_e=k/(1+\beta)$ in place of $k$. Its length is $\sqrt6\,\lambda=2.0$ µm, and (3) then gives 1.9 µm for a 10% slowdown. With $k$ itself, which holds only for $c\ll K$, (3) would give 0.76 µm, but the edge would then have to etch at 30 nm/s.

At fixed bath and surface parameters the slowdown rises steeply:

| Width (µm) | Centre HF (mol/L) | Centre speed (nm/s) | Slowdown |
|---|---|---|---|
| 1 | 4.85 | 4.97 | 0.5% |
| 2 | 4.39 | 4.89 | 2.3% |
| 5 | 1.79 | 3.85 | 23% |
| 10 | 0.08 | 0.43 | 91% |

The mean speed needs no further profile. Integrating (6) from $0$ to $a$ shows that the mean of $y/(1+y)$ is $\lambda^2y'(a)/a$, and (8) supplies the slope:

$$\frac{\bar v}{6\ \text{nm/s}}=\frac{\lambda}{a}\sqrt{2G(\beta)} .$$

For the 5 µm strip, $G(\beta)=5-1.788-\ln(6/2.788)=2.45$, which gives $\bar v=4.3$ nm/s. The mean has fallen by 13% from the edge speed while the centre has fallen by 23%, so an average depth understates the unevenness.

## What the film model leaves out

The following sizes refer to the 5 µm strip.

**Vertical depletion.** Its measure is $kh/D=6\times10^{-6}$, so averaging over the film is safe. In a two-dimensional solution with $\beta=2$ and $a=1.5\lambda$, the error in $\varepsilon$ was 0.0017 at $kh/D=0.04$ and 0.0070 at 0.16, in proportion to $kh/D$.

**Supply from outside.** For an isolated strip, diffusion from about 100 µm away to the two edges lowers the edge HF by an estimated 0.5%; closely spaced strips share the supply and lower it further. Above the metal, an oxidant at 0.3 mol/L differs between centre and edge by about 0.2% of its bath value if only the holes used for etching are counted; with the unused holes included it is about 0.3%. The HF figure is for a strip on an open surface. Once the strip has sunk, the acid must also pass the slit beside the metal: a 2 nm slit adds a drop of about 1% for metal 20 nm thick and 3% for 50 nm, and a trench 20 µm deep adds about another 1%. All these remain small beside the depletion under the strip.

**Dissolved products.** A product formed in the ratio $\nu_P$ per six HF obeys $D_Ph\,c_P''=-(\nu_P/6)R$. Adding $\nu_P/6$ times (1) shows that $D_Pc_P+(\nu_P/6)Dc$ has zero second derivative. By symmetry it is constant, and with $c_P=0$ at the edges,

$$c_P(0)=\frac{\nu_P}{6}\frac{D}{D_P}(c_e-c_0).$$

With equal diffusivities and its charge ignored, fluorosilicate reaches 0.54 mol/L; electric forces between the ions would change this value. Hydrogen, with $\nu_P=1/2$ and $D_P=3D$, reaches 0.09 mol/L, equivalent to roughly 110 bar. A bubble in a fully wetted 2 nm film would need at least about 720 bar, the value for a flattened bubble that spans the film, so full wetting would rule one out. Silicon in HF is hydrogen-terminated and poorly wetted, however. The threshold is then multiplied by the mean cosine of the two contact angles and falls to 110 bar when both are near 81°, so a bubble cannot be excluded on a real surface. The required pressure falls as $1/h$, so a locally thicker film is less protected. A bubble would block the path of the acid, which the model does not describe.

**Solution chemistry and heat.** In the bath, ionic fluoride amounts to about 11% of the neutral HF, and HF fills about 10% of the liquid volume. Under the strip the reaction adds more ions. Each fluorosilicate ion needs two protons to balance its charge, so the 0.54 mol/L estimated above would bring about 1.6 mol/L of ions to the centre, against 1.8 mol/L of HF. Electric forces, left out of that estimate, may change the figure by a factor of about two. The dilute neutral solute is therefore a rough approximation there; an electroneutral estimate that includes $\mathrm{F^-}$, $\mathrm{HF_2^-}$ and protons 5 to 9 times more mobile than HF moves the 10% width from 3.7 to about 4.1 µm. The three free protons per silicon atom also carry a current along the film, and the same estimate puts 7 to 12 mV between centre and edge. That is a quarter to a half of the thermal voltage, enough to disturb the uniform hole supply assumed in (5). Heating is estimated at below 0.1 K.

**Holes.** The share of holes not used for etching is 17% at the edge and 36% at the centre. If they move sideways and react elsewhere, the hole supply is no longer uniform, and (5) would have to be coupled to hole transport.

Set beside a real strip, a fixed, known film is a strong assumption, and so is the chosen value of $K$. At fixed $c_e$, $K$, $r_0$ and $\varepsilon$, equation (9) scales as $\sqrt{Dh}$. A rough estimate of hindered motion for a molecule of radius 0.15 nm in a 2 nm slit multiplies the width by 0.81 to 0.85, depending on whether the drag is averaged over the slit or taken at its mid-plane, bringing 3.7 µm down to 3.0 to 3.2 µm. A film twice as thick would raise it to 5.3 µm. The film can also change during etching. Edge and centre of the 5 µm strip initially differ by $5.00-3.85=1.15$ nm/s. If these speeds persisted, their depths would differ by one film thickness after $2/1.15=1.7$ s, when the edge would have gone down about 9 nm. Under a metal that stays flat and keeps the 2 nm film at the centre, the film opens towards the edges and feeds the centre. With $(Dhc')'=R$ and $h$ growing by the local excess speed, the 2 nm step takes about 2.5 s, and the slowdown falls from 23% to 9% after 5 s and to 3% after 60 s, when the step is about 16 nm. Diffusion across the strip takes about 2.5 ms. The oxidised fraction of the surface must also settle; with about one atomic layer of reactive sites this stretches the start-up to some tens of milliseconds, still well before that. The critical width therefore tells at what width the initial slowdown reaches the chosen tolerance. The later shape depends on whether the metal bends with the silicon or stays flat and lets the film open at the edges; in the second case it requires an equation for $h(x,t)$. Keeping a strip narrower than about 3.7 µm holds the initial slowdown in the model under 10% for the stated bath, film and surface constants. This is not a width limit for real strips, whose film adjusts within seconds, and a different film thickness or $K$ calls for a new evaluation of (9). The numerical output follows.

## Table of computed values

```
2D error in slowdown, Biot 0.04: 0.001744
2D error in slowdown, Biot 0.16: 0.007001
saturated test: depletion: 49.83 %
saturated test: slowdown: 0.198 %
unsaturated test: depletion: 49.17 %
unsaturated test: slowdown: 47.95 %
input D: 1e-05 cm2/s
input film thickness h: 2 nm
input edge HF: 5 mol/L
input K: 1 mol/L
input hole-limited speed: 6 nm/s
silicon molar volume: 12.06 cm3/mol
HF consumption r0: 2.985e-07 mol/(cm2 s)
rate constant k: 0.0002985 cm/s
beta: 5
length lam: 0.8185 um
edge etch speed: 5 nm/s
width for 1% slowdown: 1.361 um
width for 10% slowdown: 3.738 um
width for 50% slowdown: 6.539 um
10% width in nm: 3738 nm
narrow-law width for 1%: 1.389 um
first-order-law width for 10%: 0.7647 um
hole-limited depletion width: 5.177 um
strip 1 um: centre HF 4.845 mol/L, speed 4.974 nm/s, slowdown 0.53 %
strip 2 um: centre HF 4.39 mol/L, speed 4.887 nm/s, slowdown 2.26 %
strip 5 um: centre HF 1.788 mol/L, speed 3.848 nm/s, slowdown 23 %
strip 10 um: centre HF 0.07642 mol/L, speed 0.426 nm/s, slowdown 91.5 %
5 um strip, further results and neglected effects
mean etch speed: 4.344 nm/s
Biot number: 5.97e-06
outer distance assumed: 100 um
HF drop outside film / edge HF: 0.48 %
input oxidant in bath: 0.3 mol/L
oxidant centre-edge drop / bath: 0.23 %
input HF radius: 0.15 nm
width factor, hindered diffusion: 0.85
ionic fluoride / neutral HF: 11 %
HF volume share: 10 %
fluorosilicate at centre: 0.54 mol/L
dissolved hydrogen at centre: 0.089 mol/L
equivalent hydrogen pressure: 1.1e+02 bar
bubble pressure in wetted film: 7.2e+02 bar
heating over outer distance: 0.069 K
unused hole share at edge: 16.7 %
unused hole share at centre: 35.9 %
diffusion time: 2.53 ms
time to change film by h: 1.74 s
```
